# Surface state of a semi-infinite chain with a shifted end site

## Problem

A semi-infinite chain has sites $n=1,2,3,\dots$ with spacing $a$ and one orthonormal orbital on each site. Neighbouring orbitals are coupled by a real hopping $t\neq0$ of either sign. All site energies are zero except that of the end site, which is $e_0$:

$$
H=e_0|1\rangle\langle1|+t\sum_{n\ge1}\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big).
$$

Electrons do not interact in this model. The algebra is in atomic units; numbers are in eV and angstrom. If the bulk site energy is not zero, $e_0$ and all energies below are measured from it.

Far from the end, waves with wave number $k$ have energy $2t\cos ka$, so the bulk band is $|E|\le2|t|$.

1. Estimate how large $e_0$ must be for a state bound to the surface to appear outside the band, and estimate its energy and its weight on the end site.
2. Find the condition, the energy and the weight exactly, and identify the state as a pole of the end-site Green function.
3. Compare the two for $t=-1.2$ eV, $a=3.0$ angstrom and $e_0=2.0$, $1.3$ and $0.8$ eV.

## First estimate by scaling

Two sign changes reduce the work. Replacing $|n\rangle$ by $(-1)^n|n\rangle$ reverses the sign of $t$ and leaves $e_0$ and the energies alone. Replacing $H$ by $-H$ reverses $e_0$, $t$ and every energy. Used together, they turn a state below the band into one above it, with the same $t$ and the opposite $e_0$. It is therefore enough to take $t>0$ and to look above the band, for $e_0$ of either sign.

**Large shift.** If $e_0\gg t$, the state sits mainly on site 1. Its neighbour lies lower by about $e_0$, so second-order perturbation theory gives

$$
E\approx e_0+\frac{t^2}{e_0},\qquad \frac{\psi_2}{\psi_1}\approx\frac{t}{e_0},\qquad |\psi_1|^2\approx1-\frac{t^2}{e_0^2}.
$$

This says nothing reliable about a threshold, because it assumes from the start that a localized state exists.

**Small binding.** Near threshold the state should be spread over many sites. Take a real normalized trial state $\psi_n$. Its mean energy is

$$
\langle H\rangle=e_0\psi_1^2+2t\sum_{n\ge1}\psi_n\psi_{n+1}.
$$

Use $2\psi_n\psi_{n+1}=\psi_n^2+\psi_{n+1}^2-(\psi_{n+1}-\psi_n)^2$. In the sum of $\psi_n^2+\psi_{n+1}^2$ every site is counted twice except site 1, which is counted once. That sum is therefore $2-\psi_1^2$, and

$$
\langle H\rangle=2t+(e_0-t)\psi_1^2-t\sum_{n\ge1}(\psi_{n+1}-\psi_n)^2. \tag{1}
$$

The term $-t\psi_1^2$ is the cost of the missing neighbour at the end of the chain. The shift $e_0$ must more than pay for it. If $e_0\le t$, equation (1) never exceeds the band edge $2t$, and no state can lie above the band.

If $e_0>t$, let the trial state be smooth and extend over $\ell\gg 1$ sites. Normalization gives $\psi_1^2\sim1/\ell$. Each difference is of order $\ell^{-1/2}/\ell$, its square is of order $\ell^{-3}$, and there are about $\ell$ of them. Hence

$$
\langle H\rangle-2t\sim\frac{e_0-t}{\ell}-\frac{t}{\ell^2}.
$$

The two terms balance at $\ell\sim t/(e_0-t)$. With all factors of order one dropped, the estimates near threshold are

$$
E-2t\sim\frac{(e_0-t)^2}{t},\qquad \psi_1^2\sim\frac{e_0-t}{t}. \tag{2}
$$

The threshold is at $e_0=t$, the splitting starts quadratically and the weight starts linearly. The prefactors are left to the exact solution.

## Exact solution

From here on, $t$ and $e_0$ may have either sign.

**Bulk equation and complex bands.** For $n\ge2$ the Schrödinger equation reads

$$
E\psi_n=t(\psi_{n-1}+\psi_{n+1}).
$$

Inserting $\psi_n\propto\lambda^{n-1}$ and dividing by the common power gives

$$
E=t\left(\lambda+\frac1\lambda\right),\qquad\text{or}\qquad \lambda^2-\frac Et\lambda+1=0. \tag{3}
$$

The product of the two roots is 1. For real $E$ there are three cases.

- Inside the band, $|E|<2|t|$, the roots are $e^{\pm i\theta}$. The amplitude is $Ae^{i\theta(n-1)}+Be^{-i\theta(n-1)}$. Its squared modulus averages to $|A|^2+|B|^2$ along the chain, since the cross terms oscillate about zero. The state is not normalizable.
- At a band edge, both roots equal $+1$ or both equal $-1$. The amplitude is $(A+Bn)(\pm1)^n$, which is not normalizable either.
- Outside the band, the roots are real and different. One has modulus below 1 and the other above 1. Only the first can appear in a normalizable state.

Writing $\lambda=e^{ika}$ turns the third case into a Bloch wave with complex wave number, where $\mathrm{Im}\,k>0$ for the decaying root. This is the complex band structure of the chain. The bulk supplies a decaying solution at every energy outside the band; the end of the chain decides which energy is allowed.

**End equation.** Site 1 has one neighbour, so

$$
E\psi_1=e_0\psi_1+t\psi_2.
$$

A decaying state has $\psi_2=\lambda\psi_1$, and $\psi_1\neq0$ because otherwise all amplitudes vanish. Dividing by $\psi_1$ and using (3) on the left gives

$$
t\lambda+\frac t\lambda=e_0+t\lambda
\quad\Longrightarrow\quad
\lambda=\frac{t}{e_0}. \tag{4}
$$

For $e_0=0$ there is no solution. Otherwise the solution decays only if $|\lambda|<1$, which means

$$
|e_0|>|t|. \tag{5}
$$

When this holds, the state exists and is unique. Inserting (4) into (3) gives its energy:

$$
E_s=t\left(\frac t{e_0}+\frac{e_0}t\right)=e_0+\frac{t^2}{e_0}. \tag{6}
$$

**Why the energy does not reveal the threshold.** The distance of (6) from the nearer band edge is

$$
|E_s|-2|t|=\frac{e_0^2+t^2-2|e_0||t|}{|e_0|}=\frac{(|e_0|-|t|)^2}{|e_0|}. \tag{7}
$$

This is positive on both sides of the threshold. For $0<|e_0|<|t|$ the formula still gives an energy outside the band, but the corresponding wave grows into the chain. Condition (5) must therefore be checked separately.

**Weight.** The amplitudes are $\psi_n=\psi_1\lambda^{n-1}$. Normalization and the geometric series give

$$
1=|\psi_1|^2\sum_{n\ge1}\lambda^{2(n-1)}=\frac{|\psi_1|^2}{1-\lambda^2},
$$

so the weight on the end site is

$$
Z=|\psi_1|^2=1-\lambda^2=1-\frac{t^2}{e_0^2}. \tag{8}
$$

The density varies as $\lambda^{2n}=e^{-2n\ln|e_0/t|}$. It falls by a factor $e$ over the length

$$
L=\frac{a}{2\ln|e_0/t|}, \tag{9}
$$

which diverges at threshold.

## The same state as a pole

The end-site Green function is $G(z)=\langle1|(z-H)^{-1}|1\rangle$. Let $|\phi\rangle=(z-H)^{-1}|1\rangle$, so that $G=\phi_1$. The components of $(z-H)|\phi\rangle=|1\rangle$ are

$$
(z-e_0)\phi_1-t\phi_2=1,\qquad z\phi_n=t(\phi_{n-1}+\phi_{n+1})\quad(n\ge2).
$$

For $z$ off the real axis, $|\lambda|=1$ is impossible, since (3) would then make $z$ real. One root therefore decays, and normalizability of $|\phi\rangle$ selects it: $\phi_2=\lambda\phi_1$. Hence

$$
G(z)=\frac{1}{z-e_0-t\lambda(z)}=\frac{1}{t/\lambda-e_0},\qquad|\lambda|<1. \tag{10}
$$

The term $t\lambda$ is the self-energy that the rest of the chain gives to site 1. The denominator vanishes at $\lambda=t/e_0$, which is allowed only under condition (5).

Near the pole the denominator is $(z-E_s)(1-t\,d\lambda/dz)$ to first order. Differentiating (3) gives

$$
\frac{dz}{d\lambda}=t\left(1-\frac1{\lambda^2}\right)
\quad\Longrightarrow\quad
t\frac{d\lambda}{dz}=\frac{\lambda^2}{\lambda^2-1}.
$$

The residue is therefore

$$
\left(1-\frac{\lambda^2}{\lambda^2-1}\right)^{-1}=\left(\frac{-1}{\lambda^2-1}\right)^{-1}=1-\lambda^2,
$$

in agreement with (8).

**Below threshold.** If the growing root were used in (10), a pole would appear at energy (6) for $0<|e_0|<|t|$ as well. Its residue $1-t^2/e_0^2$ would be negative, so it cannot be a squared amplitude. This pole belongs to the continuation of $G$ through the band, the second sheet. With the correct root, $\lambda=e_0/t$ at that energy, and (10) gives the finite value $G=e_0/(t^2-e_0^2)$.

**At threshold.** Let $e_0=|t|$ and $E=2|t|+\delta$ with small $\delta>0$. Above the band $t\lambda$ is positive, so $t\lambda=|t|\mu$ with $\mu=|\lambda|$, and

$$
\delta=|t|\left(\mu+\frac1\mu-2\right)=|t|\frac{(1-\mu)^2}{\mu},
\qquad
G=\frac{\mu}{|t|(1-\mu)}.
$$

As $\mu\to1$, the first relation gives $1-\mu\approx\sqrt{\delta/|t|}$, so $G\approx1/\sqrt{|t|\delta}$. The Green function diverges, but $\delta\,G\to0$: there is no pole and no bound state.

**The rest of the weight.** Inside the band, approached from $\mathrm{Im}\,z>0$, write $\lambda=\rho e^{i\alpha}$ with $\rho<1$. Equation (3) gives $\mathrm{Im}\,z=t\sin\alpha\,(\rho-1/\rho)$. This is positive only if $t\sin\alpha<0$, so $t\lambda$ has a negative imaginary part:

$$
t\lambda=\frac E2-\frac i2\sqrt{4t^2-E^2}.
$$

The end-site density of states $A=-\mathrm{Im}\,G/\pi$ is then

$$
A(E)=\frac1\pi\,\frac{\tfrac12\sqrt{4t^2-E^2}}{(E/2-e_0)^2+t^2-E^2/4}
=\frac{\sqrt{4t^2-E^2}}{2\pi\,(t^2+e_0^2-e_0E)}.
$$

The eigenstates are complete, so band and bound state together carry weight $\langle1|1\rangle=1$ on site 1. The band's share is $1-Z=t^2/e_0^2$ above threshold and 1 at or below it.

## Comparison with numbers

The parameters are round model values. The band edge is $2|t|=2.40$ eV. The values quoted from diagonalization, contour integration and integration over the band are in the numerical output.

**Shift $e_0=2.0$ eV.** The bare site energy lies inside the band, but $2.0>1.2$, so a state splits off:

$$
\lambda=\frac{-1.2}{2.0}=-0.60,\qquad
E_s=2.0+\frac{1.44}{2.0}=2.72\ \text{eV},\qquad
Z=1-0.36=0.64.
$$

The energy is 0.09996 hartree and lies 0.32 eV above the band. Diagonalizing a chain of 600 sites gives the same energy and weight to the printed digits. The negative $\lambda$ means that the amplitude alternates in sign, as it does at the top of the band when $t<0$. Sites 2 and 3 carry weights 0.230 and 0.083. The density decay length is

$$
L=\frac{3.0}{2\ln(2.0/1.2)}=2.94\ \text{angstrom}=5.55\ \text{bohr},
$$

about one site spacing. The remaining 0.36 of the end-site weight is in the band.

The large-shift estimate gives this energy and weight without error, although $|t|/e_0=0.6$ is not small. For the energy, the next order shows how this comes about. Solving (3) for the small root gives $t\lambda\approx t^2/E+t^4/E^3$. In the first term $E\approx e_0+t^2/e_0$, so

$$
E\approx e_0+\left(\frac{t^2}{e_0}-\frac{t^4}{e_0^3}\right)+\frac{t^4}{e_0^3}=e_0+\frac{t^2}{e_0}.
$$

The state moves away from the chain's levels, which weakens their repulsion; the spread of those levels into a band strengthens it by the same amount. Equations (6) and (8) show that no correction to the energy or the weight survives at higher orders either.

The near-threshold estimate (2) is used here outside its range. It gives a splitting of $0.8^2/1.2=0.53$ eV instead of 0.32 eV.

**Shift $e_0=1.3$ eV.** This is just above threshold. Equations (7) and (8) give

$$
E_s-2|t|=\frac{0.1^2}{1.3}=0.0077\ \text{eV},\qquad
Z=1-\frac{1.44}{1.69}=0.148.
$$

The scaling estimate gives $0.1^2/1.2=0.0083$ eV and $0.1/1.2=0.083$. The energy is close and the weight is low by nearly a factor of two. The exact weight explains this:

$$
Z=\frac{(|e_0|-|t|)(|e_0|+|t|)}{e_0^2}\;\longrightarrow\;\frac{2(|e_0|-|t|)}{|t|}
\quad\text{as }|e_0|\to|t|.
$$

The scaling argument found the right powers but not the factor 2. For the energy, (7) tends to $(|e_0|-|t|)^2/|t|$, so the dropped prefactor happens to be 1.

**Shift $e_0=0.8$ eV.** Formula (6) gives $0.8+1.44/0.8=2.60$ eV, which is 0.20 eV above the band. There is no state there, because $|\lambda|=1.2/0.8=1.5$. The highest level of the 600-site chain is 2.39997 eV, just inside the band. The contour integral around 2.60 eV gives zero with the decaying root and $-1.25$ with the growing one.

The largest weight that any eigenstate has on the end site is 0.0066 for 300 sites and 0.0033 for 600 sites. It halves when the chain doubles, as expected when a smooth density of states is shared among ever more levels. The band carries the whole end-site weight. Here the large-shift estimate fails completely, while equation (1) correctly excludes the state.

## When the end bond is also changed

The threshold $|t|$ depends on the end bond being equal to the others. Suppose the bond between sites 1 and 2 is $t_1\ne0$. For $n\ge2$ write $\psi_n=C\lambda^{n-1}$. The equation for site 2 is

$$
EC\lambda=t_1\psi_1+tC\lambda^2,
$$

while (3) gives $EC\lambda=tC+tC\lambda^2$. Hence $C=t_1\psi_1/t$, and the end equation becomes $E=e_0+t_1^2\lambda/t$. For a state above the band, put $t\lambda=|t|\mu$ with $0<\mu<1$. Eliminating $E$ gives

$$
e_0=\frac{|t|}{\mu}+\left(|t|-\frac{t_1^2}{|t|}\right)\mu.
$$

The derivative of the right-hand side is $|t|(1-1/\mu^2)-t_1^2/|t|$, which is negative. The right-hand side therefore falls steadily from infinity to its value at $\mu=1$, and a state above the band exists when

$$
e_0>2|t|-\frac{t_1^2}{|t|}.
$$

For $t_1^2=t^2$ this is the threshold $|t|$ found above. For a weakly attached end site it approaches $2|t|$: the site energy itself must then leave the band. For $t_1^2>2t^2$ the right-hand side is negative, and a state above the band exists even without a shift. The sign changes used at the start give a state below the band when $-e_0$ exceeds the same bound, so at $e_0=0$ there are then two surface states, one on each side of the band.

## Numbers as computed

```
hopping t = -1.2 eV
site spacing a = 3.0 angstrom
upper band edge 2|t| = 2.40 eV
sites in the diagonalized chain = 600
CASE ABOVE THRESHOLD: e0 = 2.0 eV
amplitude ratio t/e0 = -0.6000
amplitude ratio from eigenvector = -0.6000
surface energy, formula = 2.720000 eV
surface energy, diagonalization = 2.720000 eV
surface energy, converted = 0.099958 hartree
distance above band edge = 0.3200 eV
end-site weight, formula = 0.640000
end-site weight, diagonalization = 0.640000
end-site weight, contour residue = 0.640000
end-site weight left in band = 0.360000
weight on second site = 0.2304
weight on third site = 0.0829
density decay length = 2.9364 angstrom
density decay length = 5.5490 bohr
CASE BELOW THRESHOLD: e0 = 0.8 eV
amplitude ratio t/e0 = -1.5000
formula energy (no state there) = 2.6000 eV
highest level, 600 sites = 2.399967 eV
residue, decaying root = 0.000000
residue, growing root = -1.2500
end-site weight in band = 1.000000
largest end weight, 300 sites = 0.006645
largest end weight, 600 sites = 0.003328
CASE JUST ABOVE THRESHOLD: e0 = 1.3 eV
surface energy = 2.407692 eV
distance above band edge = 0.007692 eV
end-site weight = 0.147929
```
